Why slow electrons stay cold in low-pressure argon capacitive discharges

Suppose electrons enter an energy ladder at ε = 0, climb by many small random gains, and are removed at ε = ε_m. Between the ends the upward flux J₀ is constant. Let the energy diffusion coefficient be G₁ below a level U and a larger G₂ above it. With no drag,

J₀ = −G f′,

where f is the distribution and f′ = df/dε. Integrating down from f(ε_m) = 0 gives

f = J₀(ε_m − ε)/G₂ for ε > U,

f = J₀(ε_m − U)/G₂ + J₀(U − ε)/G₁ for ε < U.

Define the local slope temperature T(ε) = −f/f′, which is constant for a Maxwellian exp(−ε/T). Just above U it is ε_m − U. Just below, it is (ε_m − U)G₁/G₂. Where electrons diffuse slowly they pile up, and the distribution is steep. This gives two slopes but no Maxwellian, since each part is a straight line.

A low-pressure argon capacitive discharge has a similar ladder, except that electrons enter it over a range of energies, so the flux grows on the way up. Its slow electrons are held in the bulk by the ambipolar potential, away from the oscillating sheaths, and they collide rarely because their energies lie near or not far above the Ramsauer minimum. At the minimum the s-wave phase shift passes through a multiple of π, so that wave scatters hardly at all, while higher waves are still weak.

**The balance in energy**

In atomic units (ħ = m = e = 1), take a potential well with a flat bottom, width L and height U. Let ε be the total energy measured from the bottom, so v = √(2ε) there. Collisions are assumed to keep f nearly isotropic (near the minimum, collisions with atoms are no faster than Coulomb energy exchange in the case below, so Coulomb deflections must share this task), and electrons cross the gap before their energy changes much, so f depends on ε alone. Since dε = v dv, the velocity volume is 4πv² dv = 4πv dε, and f is normalized by ∫4πv f dε = 1.

An inelastic collision costs ε* and occurs at the rate n_gσ*v, with n_g the gas density. Put K = v·n_gσ*v = v²n_gσ*. Then

v ∂f/∂t = −∂J/∂ε + K(ε+ε*)f(ε+ε*) − K(ε)f(ε),

J = −(G f′ + W f),

where W describes drag. Ionization and wall loss are left out, so electrons are conserved. In the steady state, integrate from 0, where J = 0, to ε. The gain term covers ε* to ε+ε* and the loss term 0 to ε. Because K vanishes below ε*, their difference is

J(ε) = ∫ from ε to ε+ε* of K f dε′.

The upward flux replaces the electrons that jumped down past ε. Solving for f′ gives

T(ε) = −f/f′ = G/(W + J/f).

For given W and J/f, weak diffusion means a steep slope. The mechanism therefore rests on G.

**Ohmic heating and the Ramsauer minimum**

Let the bulk force be E cos ωt. In a free flight of duration τ starting at phase φ, the velocity changes by

Δv = (E/ω)[sin(φ+ωτ) − sin φ].

Averaging the square over φ gives (E²/ω²)(1 − cos ωτ). Flight times have the weight ν exp(−ντ), for which ⟨cos ωτ⟩ = ν²/(ν²+ω²). Hence ⟨Δv²⟩ = E²/(ν²+ω²). If collisions randomize directions, successive kicks are uncorrelated, and one third of the mean square lies along v. The speed diffusion coefficient is half the mean square per unit time:

D_v = E²ν/[6(ν²+ω²)].

Isotropic diffusion in velocity space reads ∂f/∂t = v⁻²∂_v(v²D_v∂_v f). Multiply by v and use ∂_v = v∂_ε:

v ∂f/∂t = ∂_ε(v³D_v f′), so G_ohm = v³E²ν/[6(ν²+ω²)].

This holds for small kicks. For ν ≪ ω it is proportional to ν = n_gσv, so a small cross section means weak heating. For ν ≫ ω it tends to v³E²/(6ν), and the same minimum would strengthen the heating. Low pressure is therefore part of the explanation.

**Sheaths that slow electrons cannot reach**

Model a sheath as a wall with velocity V cos φ toward the electron. An electron arriving with normal speed v_n ≫ V leaves with v_n + 2V cos φ. To leading order its energy changes by 2v_nV cos φ, and half the mean square is v_n²V². I take the phases of successive kicks as random.

Let c be the cosine between the bulk velocity and the wall normal. Climbing the well leaves v_n² = v²c² − 2U, which must be positive. The flux onto one wall is 2πv²c f dc dε. Adding two walls and dividing by 4πL, to match the normalization of J, gives

G_sh = (V²/L) ∫v²c(v²c² − 2U) dc.

With s = v²c² and ds = 2v²c dc, s runs from 2U to v²:

G_sh = (V²/2L) ∫(s − 2U) ds = (V²/4L)(v² − 2U)² = V²(ε − U)²/L.

Below U it is zero. The mean gain fits this flux form. Head-on hits are more frequent by the factor 1 + V cos φ/v_n, so the mean gain per hit is ⟨(1 + V cos φ/v_n)(2v_nV cos φ + 2V²cos²φ)⟩ = 2V². Summed over directions this gives 2V²(ε − U)/L = dG_sh/dε, as needed for a constant f to carry no flux.

Trapped electrons could still gain energy without collisions, because they quiver with velocity amplitude E/ω against the edge of the well. Take an edge potential (v_n²/2)exp(x/d). The unperturbed electron turns at x = 0 and feels the potential (v_n²/2)sech²(bt), with b = v_n/(2d). The quiver does work against the slope of this potential, which is the potential divided by d. The energy kick therefore has amplitude

κ = (E/ω)(v_n²/2d) I, I = ∫sech²(bt)cos ωt dt.

To find I, replace cos ωt by exp(iωt) and shift the path by iπ/b. The function sech² repeats and the exponential gains exp(−πω/b). The enclosed double pole at iπ/(2b) gives

I[1 − exp(−πω/b)] = (2πω/b²)exp(−πω/2b),

so I = πω/[b² sinh(πω/2b)], and

κ = 2πωd(E/ω)/sinh(πωd/v_n).

For fast electrons κ → 2v_nE/ω, the hard-wall kick. For v_n ≪ ωd it is exponentially small: the edge reflects slow electrons adiabatically. Half the mean square kick is κ²/4, and the same sum over directions gives

G_edge = (v²/4L)∫cκ² dc,

over directions that turn back inside the well. At a sharp edge this exponential suppression would be absent.

**What makes the slow group Maxwellian**

Collisions between electrons redistribute energy. For small-angle Coulomb scattering, Landau's radial velocity flux is

S = −(Γ/2)∫d³v′ v̂·M·[f(v′)∇f(v) − f(v)∇′f(v′)], Γ = 4πn_e lnΛ,

with g = v − v′ and M = (1 − ĝĝ)/g. For isotropic f the gradients are v f′(ε)v̂ and v′f′(ε′)v̂′. With θ the angle between v and v′, geometry gives v̂·M·v̂ = v′²sin²θ/g³. Since M·g = 0, v̂·M·v̂′ = vv′sin²θ/g³. Both terms then share the factor vv′²sin²θ/g³.

The average of sin²θ/g³ over directions is 2/(3v_>³), where v_> is the larger speed. To see this, let r be the smaller speed over the larger and μ = cos θ. Integration by parts turns ∫(1−μ²)(1+r²−2rμ)^(−3/2)dμ into (2/r)∫μ(1+r²−2rμ)^(−1/2)dμ. In the Legendre series of the root only the term rμ survives, giving 4/3; the average takes half of it. With J = v²S and d³v′ → 4πv′dε′,

J_ee = −(4πΓ/3)∫min(v,v′)³[f(ε′)f′(ε) − f(ε)f′(ε′)]dε′.

A Maxwellian makes the bracket zero. The bracket changes sign when ε and ε′ are exchanged, so ∫J_ee dε = 0: these collisions shape the slow group but supply no net energy to the electrons as a whole.

Elastic recoil completes the model. With μ_m the electron-to-atom mass ratio, an electron loses energy at the mean rate μ_mνv², so W_rec = μ_mνv³. Adding W_recT_g to G makes a Maxwellian at the gas temperature T_g stationary under recoil alone.

**Who pays for the climb**

Integrate J from 0 to U. An electron that lands at ε_l < U contributes to J on its way from ε_l to U, hence

4π∫₀ᵁ J dε = return rate per electron × mean remaining climb,

where landings above U count as zero climb. The factor 4π comes from the normalization of f. Ohmic heating, edge kicks and energy from untrapped electrons must pay this work and the recoil loss. Exchange between two trapped electrons cancels.

**A numerical case**

The stationary equation was solved for round parameters, listed in the numerical output. They describe an unnamed gas with a minimum at 0.25 eV and an inelastic threshold at 12 eV, not a particular argon reactor. The well is 3 eV high.

The ratio ν/ω is 0.0016 at 0.25 eV, 0.032 at 1 eV and about 1 at 10 eV. Write D = G/v for the diffusion coefficient of energy itself. Since v² = 2ε, the Ohmic rate D/ε² is proportional to ν/ε when ν ≪ ω. From 0.25 to 1 eV it should rise by (0.032/0.0016)/4 = 5. The computed values, 1.4×10⁻¹³ eV at 0.24 eV and 6.9×10⁻¹³ eV at 1.02 eV (rates times ħ), have the ratio 4.9. At 6 eV the sheaths provide 8.0×10⁻¹¹ eV, over a hundred times the Ohmic rate at 1.02 eV. At 1.02 eV the edge formula, which treats successive kicks as random, gives about a thousandth of the Ohmic rate.

The mean slope temperature between two energies is their difference divided by ln(f₁/f₂). It is 0.68 eV (0.025 hartree) from 0.2 to 1 eV, and 3.1 eV (0.11 hartree) from 6 to 11 eV. About 97 percent of the electrons lie below the trap height. Changing one ingredient at a time, with field and sheath speed fixed, gives:

- No trap: about 5 eV slow (4.9 to 5.0, depending on the energy grid), 4.3 eV fast. The cold group is gone.
- Minimum filled, with σ below 5 eV set to its value there: 1.07 eV slow, 3.1 eV fast. Two slopes remain, less distinct.
- No electron–electron collisions: 0.48 eV slow, 3.1 eV fast.
- Tenfold electron density: 0.92 eV slow, 3.0 eV fast.

In this model trapping is thus what separates the groups, and the small cross section over the whole trapped range makes the slow one colder still. The depth of the minimum itself matters little: setting σ below 1 eV to its value at 1 eV raises the slow slope temperature only to 0.71 eV, because about 94 percent of the Ohmic power in the trap is absorbed between 1 and 3 eV. The third case shows that electron–electron collisions are not needed for two slopes. They are needed for the shape: between 0.12 and 0.96 eV the largest local slope temperature is 2.4 times the smallest without them (about 2.8 times on a finer grid reaching from 0.1 to 1 eV), and 1.01 times with them. They also raise the mean slow slope temperature. The fourth case shows the price of a dense plasma, in which the two slopes draw together.

The lifting budget separates shape from energy supply. At 1.02 eV the electron–electron diffusion rate is 2.0×10⁻¹¹ eV, about 29 times the Ohmic one, yet of the work needed for the climb Ohmic heating supplies 99 percent. Energy from untrapped electrons adds 7 percent, edge kicks add 1 percent, and recoil takes away 7 percent. At this density Coulomb collisions mainly pass energy around inside the trap, while the field brings most of it in. That is why a small ν matters here, although Coulomb collisions are far more effective at redistributing energy. At tenfold electron density untrapped electrons supply about 73 percent and Ohmic heating about 30 percent.

**How far "bi-Maxwellian" holds**

The slow part earns the name through electron–electron collisions up to about 2 eV, where the local slope temperature stays within 2 percent; closer to the top of the well it falls, to 0.4 eV at 3 eV. The fast part does not in the same way. At 6 eV the electron–electron diffusion rate is 4.0×10⁻¹³ eV, some 200 times below that of the sheaths. If sheath diffusion acts alone and J is constant, integrating −f′ = JL/[V²(ε−U)²] up to some ε₁ gives

f(ε) = f(ε₁) + (JL/V²)[1/(ε−U) − 1/(ε₁−U)],

which is not an exponential. In the numerical solution J still rises by about a fifth from 6 to 11 eV, and the local slope temperature there lies between about 2.6 and 3.2 eV. The value 3.1 eV is a mean slope over a window, and "two-temperature" is a description of the fast part, not a law for it.

The flat bottom is an approximation for the slow part. With an exponential edge, a 1 eV electron turns back a distance d ln 3, or 0.7×10⁸ Å, before a 3 eV electron does, at each end of the gap. The energy equation ignores this narrowing, so the slow slope and the shares in the lifting budget belong to the flat-bottomed model and would shift somewhat in a soft well.

The nonlocal assumption is also strained at high energy. Between inelastic collisions an electron diffuses a distance of about 1/[n_g√(3σσ*)], with σ the elastic cross section. At 15 eV this is 3.15×10⁸ Å, against a half gap of 2.5×10⁸ Å, so above the threshold a distribution in total energy alone is marginal. At 0.25 eV the free path is 10¹⁰ Å, twenty gap widths. The Ohmic formula then relies on the soft edges to reflect electrons without breaking the phase of their quiver motion. The sheath kicks are not very small either: for head-on incidence at 6 eV their amplitude 2v_nV is 2.2 eV, comparable with the fast slope temperature, so diffusion in small steps is an approximation for the fast group, not a consequence of small kicks. Collisions with ions are left out of ν. At 0.25 eV they would be about as frequent as those with atoms, but most of the Ohmic heating takes place at higher energies, where they are comparatively rare; including them moves the slow slope temperature only from 0.684 to 0.686 eV. Finally, the field, sheath speed, well height and density are prescribed here. In a real discharge the circuit and the balance of ionization and wall loss fix them together, and with them the two temperatures.

Calculated quantities

```
Gas density: 1.0e-09 angstrom^-3
Electron density: 1.0e-15 angstrom^-3
Density factor, dense plasma: 10.0
Gap; edge length: 5.0e+08; 6.0e+07 angstrom
hbar*omega: 1.2e-07 eV
Force amplitude: 1.0e-09 eV/angstrom
Sheath speed energy: 0.100 eV
Trap; inelastic threshold: 3.0; 12.0 eV
Gas temperature: 0.030 eV
Mass ratio; Coulomb log: 1.0e-05; 10.0
Minimum energy: 0.25 eV
Sigma minimum; rise: 0.1; 15.0 angstrom^2
Sigma width: 2.0 eV^(1/2)
Inelastic slope: 0.1 angstrom^2/eV
Filled below: 5.0 eV
Energy eV | sigma angstrom^2 | nu/omega | free path angstrom
0.25 | 0.100 | 0.0016 | 1.00e+10
1.00 | 0.982 | 0.0320 | 1.02e+09
3.00 | 4.226 | 0.2381 | 2.37e+08
10.00 | 9.689 | 0.9967 | 1.03e+08
Inelastic relaxation length at 15 eV: 3.15e+08 angstrom
hbar*D/e^2 in eV: energy eV | Ohmic | edge | sheath | e-e
0.24 | 1.41e-13 | 1.90e-20 | 0.00e+00 | 1.56e-10
1.02 | 6.92e-13 | 7.84e-16 | 0.00e+00 | 2.00e-11
2.40 | 1.44e-12 | 1.65e-14 | 0.00e+00 | 3.59e-12
6.00 | 1.54e-12 | 4.99e-15 | 7.97e-11 | 4.03e-13
12.00 | 8.71e-13 | 8.82e-16 | 1.27e-10 | 7.39e-14
Slope temperatures eV: case | 0.2-1 eV | 6-11 eV | ratio
reference | 0.684 | 3.051 | 4.46
no trap | 4.960 | 4.250 | 0.86
filled minimum | 1.068 | 3.052 | 2.86
no e-e | 0.477 | 3.061 | 6.41
dense plasma | 0.917 | 2.980 | 3.25
Reference temperatures in hartree: 0.02513; 0.11212
Coarse-grid slow temperature: 0.684 eV
Local slope max/min, 0.1-1 eV, e-e on: 1.01
Local slope max/min, e-e off: 2.44
Fraction below trap height: 96.52 percent
hbar*return rate per electron: 4.359e-12 eV
Mean climb to trap top per return: 0.508 eV
Lifting share, ohmic: 99.44 percent
Lifting share, edge: 0.86 percent
Lifting share, coulomb: 6.66 percent
Lifting share, recoil: -6.96 percent
Ohmic simulation/formula, nu/omega=0.1,1,10: 1.001, 0.990, 1.008
Edge trajectory/formula: 1.0000, 1.0000
Coulomb kernel/binary power: 1.0000
```
